# The Becke-Edgecombe electron localisation function from the same-spin pair density: verification in Python

```python
"""
Result under test: for a single determinant, the density of other same-spin
electrons at distance s from an electron at r, averaged over directions, is
    D s^2/3 + O(s^4),   D = tau - |grad rho|^2/(4 rho) - |j|^2/rho,
and ELF = 1/(1 + (D/D0)^2), D0 = (3/5)(6 pi^2)^(2/3) rho^(5/3).
Symbols, all for one spin: rho = sum |psi_i|^2, tau = sum |grad psi_i|^2,
j = Im sum psi_i^* grad psi_i; D0 is the value of D in the uniform gas.
Hartree atomic units throughout.
"""
import math
import numpy as np
from pyscf import gto, scf
from pyscf.dft import numint

rng = np.random.default_rng(7)
GAS_CONSTANT = 0.6 * (6 * np.pi**2) ** (2 / 3)


def random_unitary(n):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return np.linalg.qr(a)[0]


def orbitals_at(mol, coeff, points):
    """Orbital values and x, y, z derivatives: shape (4, points, orbitals)."""
    ao = mol.eval_gto("GTOval_sph_deriv1", np.atleast_2d(points))
    return ao @ coeff


def ingredients(orb):
    """rho, tau, |grad rho|^2/(4 rho), |j|^2/rho and D at each point."""
    psi, grad = orb[0], orb[1:]
    rho = (abs(psi) ** 2).sum(axis=1)
    tau = (abs(grad) ** 2).sum(axis=(0, 2))
    q = np.einsum("pi,xpi->xp", psi.conj(), grad)
    weizsaecker = (q.real**2).sum(axis=0) / rho
    current = (q.imag**2).sum(axis=0) / rho
    return rho, tau, weizsaecker, current, tau - weizsaecker - current


def elf_from(D, rho):
    return 1 / (1 + (D / (GAS_CONSTANT * rho ** (5 / 3))) ** 2)


# Directions and weights for the average over the unit sphere
cos_t, w_t = np.polynomial.legendre.leggauss(40)
phi = 2 * np.pi * np.arange(40) / 40
C, F = np.meshgrid(cos_t, phi, indexing="ij")
S = np.sqrt(1 - C**2)
directions = np.stack([S * np.cos(F), S * np.sin(F), C], axis=-1).reshape(-1, 3)
sphere_w = np.repeat(w_t / 2, 40) / 40


def averaged_conditional(mol, coeff, point, s):
    """Direction average of rho(2) - |gamma(1,2)|^2/rho(1), from the orbitals."""
    one = orbitals_at(mol, coeff, point)[0][0]
    two = orbitals_at(mol, coeff, np.asarray(point) + s * directions)[0]
    gamma = two.conj() @ one
    cond = (abs(two) ** 2).sum(axis=1) - abs(gamma) ** 2 / (abs(one) ** 2).sum()
    return sphere_w @ cond


def curvature_limit(average, h):
    """Limit of 3*average(s)/s^2 for s -> 0, with the s^2 error removed."""
    g1, g2 = 3 * average(h) / h**2, 3 * average(h / 2) / (h / 2) ** 2
    return (4 * g2 - g1) / 3


# --- Pair densities from an explicit determinant: 3 alpha + 1 beta on a ring
n = 10
step = 2 * np.pi / n
waves = np.exp(1j * np.outer(step * np.arange(n), np.arange(-2, 3)))
waves = waves / np.sqrt(2 * np.pi)
alpha = waves @ random_unitary(5)[:, :3]
beta = waves @ random_unitary(5)[:, :1]
spin_orb = np.zeros((2 * n, 4), complex)
spin_orb[:n, :3], spin_orb[n:, 3:] = alpha, beta
index = np.indices((n, 2 * n, 2 * n, 2 * n)).reshape(4, -1)
matrices = np.moveaxis(spin_orb[index], 0, 1)
prob = abs(np.linalg.det(matrices)) ** 2 / math.factorial(4)
pair = 4 * 3 * step**2 * prob.reshape(n, 2 * n, -1).sum(axis=2)
rho_a, rho_b = (abs(alpha) ** 2).sum(axis=1), (abs(beta) ** 2).sum(axis=1)
pair_formula = np.outer(rho_a, rho_a) - abs(alpha @ alpha.conj().T) ** 2
assert np.allclose(pair[:, :n], pair_formula, atol=1e-12)
assert np.allclose(pair[:, n:], np.outer(rho_a, rho_b), atol=1e-12)
others = step * pair[:, :n].sum(axis=1) / rho_a
assert np.allclose(others, 2, atol=1e-10)

# --- Uniform gas: density matrix by integration over the Fermi sphere
rho_gas = 0.05
k_fermi = (6 * np.pi**2 * rho_gas) ** (1 / 3)
x, w = np.polynomial.legendre.leggauss(40)
k, wk = k_fermi * (x + 1) / 2, k_fermi * w / 2


def gas_conditional(s):
    gamma = (wk * k**2 * np.sinc(k * s / np.pi)).sum() / (2 * np.pi**2)
    return rho_gas - gamma**2 / rho_gas


assert abs(gas_conditional(0.0)) < 1e-14
D_gas = curvature_limit(gas_conditional, 0.02)
D_gas_formula = GAS_CONSTANT * rho_gas ** (5 / 3)
assert abs(D_gas / D_gas_formula - 1) < 1e-7

# --- Nitrogen molecule, restricted Hartree-Fock
bond = 2.0
basis = gto.basis.load("cc-pvdz", "N")


def nitrogen(scale=1.0):
    """Molecule whose basis functions are the original ones at scale*r."""
    shells = [[sh[0]] + [[p[0] * scale**2] + list(p[1:]) for p in sh[1:]]
              for sh in basis]
    z = bond / 2 / scale
    return gto.M(atom=[["N", (0, 0, -z)], ["N", (0, 0, z)]],
                 basis={"N": shells}, unit="Bohr", verbose=0)


mol = nitrogen()
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
energy = mf.kernel()
assert mf.converged
n_occ = mol.nelectron // 2
occ = mf.mo_coeff[:, :n_occ]
n_ao = mf.mo_coeff.shape[1]
complex_occ = mf.mo_coeff @ random_unitary(n_ao)[:, :3]
tests = np.array([[0, 0, 0], [0.3, 0.4, 0.2], [0, 0, 2.4], [1.0, 0.2, 0.5]])

# Short-range law against angular quadrature; pair form of D
worst = 0.0
for coeff in (occ, complex_occ):
    orb = orbitals_at(mol, coeff, tests)
    rho, tau, wz, cur, D = ingredients(orb)
    for p, point in enumerate(tests):
        limit = curvature_limit(
            lambda s: averaged_conditional(mol, coeff, point, s), 0.01)
        worst = max(worst, abs(limit / D[p] - 1))
    psi, grad = orb[0], orb[1:]
    cross = psi[None, :, :, None] * grad[:, :, None, :]
    cross = cross - cross.swapaxes(2, 3)
    pair_form = 0.5 * (abs(cross) ** 2).sum(axis=(0, 2, 3)) / rho
    assert np.allclose(pair_form, D, rtol=1e-9, atol=1e-13)
assert worst < 1e-5
assert (cur / D).max() > 1e-2      # the current matters in the complex case

# The first neglected term is of fourth order
D_mid = ingredients(orbitals_at(mol, occ, tests[:1]))[4][0]
rest = [averaged_conditional(mol, occ, tests[0], s) - D_mid * s**2 / 3
        for s in (0.1, 0.05)]
order_ratio = rest[0] / rest[1]
assert abs(order_ratio - 16) < 1.0

# Unitary mixing of occupied orbitals, and a single complex orbital
rho, tau, wz, cur, D = ingredients(orbitals_at(mol, occ, tests))
mixed = ingredients(orbitals_at(mol, occ @ random_unitary(n_occ), tests))
assert np.allclose(mixed[4], D, rtol=1e-9)
single = ingredients(orbitals_at(mol, complex_occ[:, :1], tests))
assert np.all(abs(single[4]) < 1e-10 * single[1])

# Uniform scaling of all coordinates
lam = 1.7
scaled = ingredients(orbitals_at(nitrogen(lam), occ, tests / lam))
assert np.allclose(scaled[4], lam**5 * D, rtol=1e-8)
assert np.allclose(elf_from(scaled[4], scaled[0]), elf_from(D, rho), rtol=1e-8)

# Closed-shell form with total densities from the library's own routine
ao2 = mol.eval_gto("GTOval_sph_deriv2", tests)
total = numint.eval_rho(mol, ao2, mf.make_rdm1(), xctype="MGGA")
excess = total[-1] - (total[1:4] ** 2).sum(axis=0) / (8 * total[0])
chi_total = excess / (0.3 * (3 * np.pi**2) ** (2 / 3) * total[0] ** (5 / 3))
assert np.allclose(chi_total, D / (GAS_CONSTANT * rho ** (5 / 3)), rtol=1e-7)


# --- One electron in the hydrogen 2p(+1) orbital
def p_plus(r):
    norm = -1 / (8 * np.sqrt(np.pi))
    return norm * (r[0] + 1j * r[1]) * np.exp(-np.linalg.norm(r) / 2)


r0, d = np.array([2.0, 0.0, 0.0]), 1e-4
gradient = [(p_plus(r0 + d * e) - p_plus(r0 - d * e)) / (2 * d) for e in np.eye(3)]
h_orb = np.array([p_plus(r0)] + gradient).reshape(4, 1, 1)
h_rho, h_tau, h_wz, h_cur, h_D = [v[0] for v in ingredients(h_orb)]
assert abs(h_D) < 1e-8 * h_tau
assert abs(h_cur / (h_rho / 4) - 1) < 1e-6   # phase gradient is 1/2 at x = 2
h_elf, h_elf_wrong = elf_from(h_D, h_rho), elf_from(h_D + h_cur, h_rho)

# --- Worked example: the molecular axis
z = np.linspace(0, 4, 2001)
axis = np.stack([0 * z, 0 * z, z], axis=1)
data = ingredients(orbitals_at(mol, occ, axis))
elf = elf_from(data[4], data[0])
inside = np.where(z < 1)[0]
outside = np.where((z > 1) & (z < 2.5))[0]
i_in = inside[np.argmin(elf[inside])]
i_out = outside[np.argmin(elf[outside])]
i_max = i_out + np.argmax(elf[i_out:])
rows = [("midpoint", 0), ("inner minimum", i_in),
        ("core", int(np.argmin(abs(z - 1.1)))), ("outer minimum", i_out),
        ("outer maximum", i_max), ("z = 3", int(np.argmin(abs(z - 3)))),
        ("z = 4", len(z) - 1)]

print("Determinant test, 3 alpha + 1 beta on a ring:")
print(f"  other alpha electrons seen by one alpha: {others.mean():.6f}")
print(f"Gas constant (3/5)(6 pi^2)^(2/3) = {GAS_CONSTANT:.5f}")
print(f"Gas, spin density {rho_gas} bohr^-3: k_F = {k_fermi:.5f} bohr^-1")
print(f"  D from Fermi sphere = {D_gas:.7f} bohr^-5")
print(f"  D0 from formula     = {D_gas_formula:.7f} bohr^-5")
print(f"N2, RHF/cc-pVDZ, separation {bond} bohr, {n_occ} electrons per spin")
print(f"  energy = {energy:.6f} hartree")
print(f"  largest relative error of D against quadrature = {worst:.1e}")
print(f"  remainder(s=0.1)/remainder(s=0.05) at midpoint = {order_ratio:.3f}")
print("Axis points: z in bohr, rho in bohr^-3; tau, W, D, D0 in bohr^-5")
print("  (W = |grad rho|^2/(4 rho); nucleus at z = 1)")
print("  point            z      rho      tau        W        D       D0"
      "     chi    ELF")
for name, i in rows:
    r_, t_, w_, _, d_ = [v[i] for v in data]
    d0 = GAS_CONSTANT * r_ ** (5 / 3)
    print(f"  {name:14s}{z[i]:6.3f} {r_:8.5f} {t_:8.5f} {w_:8.5f}"
          f" {d_:8.5f} {d0:8.5f} {d_ / d0:7.4f} {elf[i]:6.4f}")
for name, i in (("midpoint", 0), ("outer maximum", i_max)):
    print(f"Averaged conditional density at {name}, in bohr^-3:")
    print("  s/bohr   quadrature    D s^2/3   ratio quadrature/leading")
    for s in (0.1, 0.2, 0.4, 0.6):
        full = averaged_conditional(mol, occ, axis[i], s)
        lead = data[4][i] * s**2 / 3
        print(f"  {s:4.1f}   {full:11.7f} {lead:11.7f}   {full / lead:7.4f}")
print("Hydrogen 2p(+1) orbital at x = 2 bohr, y = z = 0:")
print(f"  rho = {h_rho:.6f} bohr^-3, tau = {h_tau:.6f} bohr^-5")
print(f"  W = {h_wz:.6f} bohr^-5, |j|^2/rho = {h_cur:.6f} bohr^-5")
print(f"  ELF with current term = {h_elf:.4f}, without = {h_elf_wrong:.4f}")
print("success")
```

It prints:

```
Determinant test, 3 alpha + 1 beta on a ring:
  other alpha electrons seen by one alpha: 2.000000
Gas constant (3/5)(6 pi^2)^(2/3) = 9.11560
Gas, spin density 0.05 bohr^-3: k_F = 1.43595 bohr^-1
  D from Fermi sphere = 0.0618589 bohr^-5
  D0 from formula     = 0.0618589 bohr^-5
N2, RHF/cc-pVDZ, separation 2.0 bohr, 7 electrons per spin
  energy = -108.954210 hartree
  largest relative error of D against quadrature = 4.1e-09
  remainder(s=0.1)/remainder(s=0.05) at midpoint = 15.667
Axis points: z in bohr, rho in bohr^-3; tau, W, D, D0 in bohr^-5
  (W = |grad rho|^2/(4 rho); nucleus at z = 1)
  point            z      rho      tau        W        D       D0     chi    ELF
  midpoint       0.000  0.37032  0.65906  0.00000  0.65906  1.74079  0.3786 0.8746
  inner minimum  0.540  0.53448 11.69130  2.60752  9.08378  3.20874  2.8310 0.1109
  core           1.100 25.66916 1224.01086 1196.77648 27.23439 2036.12608  0.0134 0.9998
  outer minimum  1.450  0.55574 12.27640  3.51466  8.76175  3.42427  2.5587 0.1325
  outer maximum  2.362  0.08009  0.12812  0.11068  0.01744  0.13564  0.1286 0.9837
  z = 3          3.000  0.01627  0.02816  0.02629  0.00187  0.00952  0.1969 0.9627
  z = 4          4.000  0.00146  0.00228  0.00216  0.00012  0.00017  0.7255 0.6551
Averaged conditional density at midpoint, in bohr^-3:
  s/bohr   quadrature    D s^2/3   ratio quadrature/leading
   0.1     0.0021887   0.0021969    0.9963
   0.2     0.0086680   0.0087875    0.9864
   0.4     0.0342228   0.0351501    0.9736
   0.6     0.0877394   0.0790878    1.1094
Averaged conditional density at outer maximum, in bohr^-3:
  s/bohr   quadrature    D s^2/3   ratio quadrature/leading
   0.1     0.0000586   0.0000581    1.0077
   0.2     0.0002400   0.0002326    1.0318
   0.4     0.0010626   0.0009303    1.1422
   0.6     0.0028937   0.0020932    1.3824
Hydrogen 2p(+1) orbital at x = 2 bohr, y = z = 0:
  rho = 0.002692 bohr^-3, tau = 0.000673 bohr^-5
  W = 0.000000 bohr^-5, |j|^2/rho = 0.000673 bohr^-5
  ELF with current term = 1.0000, without = 0.3324
success
```
